# Nuclear forces with Fermi occupations: slopes of the Mermin free energy: a program that tests the result

```python
"""
Finite-temperature restricted Hartree-Fock force, tested on LiNa (6-31G).

Result under test, for a bond length R at fixed temperature T and number N:
  dA/dR = Tr(P h^R) + Tr(P G^R(P))/2 - Tr(W S^R) + Vnn^R,
  A = E - T*S_el,  P = 2 sum_i f_i c_i c_i^T,  W = 2 sum_i f_i e_i c_i c_i^T.
f_i: Fermi occupation per spin; e_i, c_i: orbital energy and coefficients;
h, G: one- and two-electron matrices; S: overlap; S_el: electronic entropy.
The superscript R differentiates integrals only. The force is -dA/dR.
Internally energies are in hartree and lengths in bohr; output is in SI units.
"""
from functools import lru_cache
from itertools import product
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants, k as k_B, e as charge
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import expit, entr
from pyscf import gto, scf

HARTREE = physical_constants["Hartree energy"][0]
BOHR = physical_constants["Bohr radius"][0]
AJ = HARTREE * 1e18
NN = HARTREE / BOHR * 1e9
EV_PER_ANGSTROM = HARTREE / charge / (BOHR * 1e10)
PM = 1e-12 / BOHR
STEP = 0.02


@lru_cache(maxsize=None)
def integrals(R):
    mol = gto.M(atom=[["Li", (0, 0, 0)], ["Na", (0, 0, R)]],
                basis="6-31g", unit="Bohr", verbose=0)
    S = mol.intor("int1e_ovlp")
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    eri = mol.intor("int2e")
    n = len(S)
    pair = (eri - 0.5 * eri.transpose(0, 2, 1, 3)).reshape(n * n, n * n)
    return SimpleNamespace(mol=mol, S=S, h=h, eri=eri, pair=pair)


def two_electron_matrix(ints, P):
    return (ints.pair @ P.ravel()).reshape(P.shape)


def energy(ints, P):
    G = two_electron_matrix(ints, P)
    return np.sum(P * (ints.h + 0.5 * G)) + ints.mol.energy_nuc()


def entropy(f):
    """Electronic entropy divided by the Boltzmann constant."""
    return 2 * np.sum(entr(f) + entr(1 - f))


def chemical_potential(eps, kT, N):
    return brentq(lambda m: 2 * expit((m - eps) / kT).sum() - N,
                  eps.min() - 10, eps.max() + 10, xtol=1e-14)


def solve(R, occupy, P):
    """Self-consistent solution; occupy(eps, C) returns the occupations."""
    ints = integrals(R)
    F = ints.h + two_electron_matrix(ints, P)
    inputs, residuals = [], []
    for _ in range(300):
        eps, C = eigh(F, ints.S)
        f = occupy(eps, C)
        P = 2 * (C * f) @ C.T
        residual = ints.h + two_electron_matrix(ints, P) - F
        if np.abs(residual).max() < 1e-10:
            return SimpleNamespace(R=R, eps=eps, C=C, f=f, P=P, F=F,
                                   E=energy(ints, P), s=entropy(f))
        inputs = (inputs + [F.ravel()])[-9:]
        residuals = (residuals + [residual.ravel()])[-9:]
        new = inputs[-1] + 0.5 * residuals[-1]
        if len(inputs) > 1:
            # Anderson acceleration of the fixed-point iteration
            dX = np.diff(np.array(inputs), axis=0).T
            dR = np.diff(np.array(residuals), axis=0).T
            g = np.linalg.lstsq(dR, residuals[-1], rcond=1e-10)[0]
            new = new - (dX + 0.5 * dR) @ g
        F = new.reshape(F.shape)
        F = 0.5 * (F + F.T)
    raise RuntimeError("self-consistency not reached")


def thermal(R, kT, P):
    N = integrals(R).mol.nelectron
    return solve(R, lambda eps, C: expit(
        (chemical_potential(eps, kT, N) - eps) / kT), P)


def slope(values):
    """Five-point derivative from values at -2, -1, +1, +2 steps."""
    a, b, c, d = values
    return (a - 8 * b + 8 * c - d) / (12 * STEP)


def gradient_parts(state, atom, W):
    """Parts of dA/dz for one nucleus: one-el., two-el., Pulay, nuclear."""
    mol, P = integrals(state.R).mol, state.P
    p0, p1 = mol.aoslice_by_atom()[atom, 2:4]

    def moving_functions(m):
        d = np.zeros_like(m)
        d[p0:p1] = -m[p0:p1]
        return d + d.T

    S_der = moving_functions(mol.intor("int1e_ipovlp")[2])
    h_der = moving_functions(mol.intor("int1e_ipkin")[2]
                             + mol.intor("int1e_ipnuc")[2])
    with mol.with_rinv_at_nucleus(atom):
        op = -mol.atom_charge(atom) * mol.intor("int1e_iprinv")[2]
    h_der = h_der + op + op.T
    eri_der = -mol.intor("int2e_ip1")[2][p0:p1]
    coulomb = np.einsum("mnkl,kl->mn", eri_der, P)
    exchange = np.einsum("mnkl,nk->ml", eri_der, P)
    two = 2 * np.sum(P[p0:p1] * coulomb) - np.sum(P[p0:p1] * exchange)
    sign = -1 if atom == 1 else 1
    nuclear = sign * mol.atom_charge(0) * mol.atom_charge(1) / state.R**2
    return np.array([np.sum(P * h_der), two, -np.sum(W * S_der), nuclear])


def weighted_density(state):
    return 2 * (state.C * (state.f * state.eps)) @ state.C.T


def gradient(state, atom=1):
    return gradient_parts(state, atom, weighted_density(state)).sum()


# Reference state and displaced, separately converged states
R0, T0 = 300 * PM, 10000.0
kT = k_B * T0 / HARTREE
shifts = STEP * np.array([-2, -1, 1, 2])
ints0 = integrals(R0)
N = ints0.mol.nelectron
guess = scf.RHF(ints0.mol).get_init_guess()
ref = thermal(R0, kT, guess)
mu = chemical_potential(ref.eps, kT, N)
near = [thermal(R0 + d, kT, ref.P) for d in shifts]
W = weighted_density(ref)
parts = gradient_parts(ref, 1, W)
grad = parts.sum()
dA = slope([x.E - kT * x.s for x in near])
dE = slope([x.E for x in near])
TdS = slope([kT * x.s for x in near])
assert abs(grad - dA) < 1e-6
assert abs(grad - dE) > 1e-4
assert abs(grad + gradient(ref, 0)) < 1e-7

# Energy functional equals the average over independent occupations
homo, lumo = N // 2 - 1, N // 2
trial = np.zeros(len(ref.f))
trial[:homo] = 1
trial[homo], trial[lumo] = 0.8, 0.3
mean_energy = 0.0
for bits in product((0, 1), repeat=4):
    probability, spin_P = 1.0, []
    for pair_bits in (bits[:2], bits[2:]):
        n = trial.copy()
        for orbital, bit in zip((homo, lumo), pair_bits):
            probability *= trial[orbital] if bit else 1 - trial[orbital]
            n[orbital] = bit
        spin_P.append((ref.C * n) @ ref.C.T)
    D = spin_P[0] + spin_P[1]
    J = np.einsum("mnkl,kl->mn", ints0.eri, D)
    det_E = np.sum(D * (ints0.h + 0.5 * J)) + ints0.mol.energy_nuc()
    for Q in spin_P:
        K = np.einsum("mnkl,nk->ml", ints0.eri, Q)
        det_E -= 0.5 * np.sum(Q * K)
    mean_energy += probability * det_E
trial_E = energy(ints0, 2 * (ref.C * trial) @ ref.C.T)
assert abs(mean_energy - trial_E) < 1e-9

# Occupation transfer: A is stationary, E is not
delta = 1e-5
E_side, A_side = [], []
for sign in (-1, 1):
    f = ref.f.copy()
    f[homo] -= sign * delta
    f[lumo] += sign * delta
    value = energy(ints0, 2 * (ref.C * f) @ ref.C.T)
    E_side.append(value)
    A_side.append(value - kT * entropy(f))
E_transfer = (E_side[1] - E_side[0]) / (2 * delta)
A_transfer = (A_side[1] - A_side[0]) / (2 * delta)
gap = ref.eps[lumo] - ref.eps[homo]
assert abs(E_transfer - 2 * gap) < 1e-6
assert abs(A_transfer) < 1e-6

# Entropy slope from orbital-energy response; levels matched by overlap
levels = []
for x in near:
    match = np.abs(ref.C.T @ ints0.S @ x.C).argmax(axis=1)
    levels.append(x.eps[match])
d_eps = slope(levels)
w = ref.f * (1 - ref.f)
d_mu = np.sum(w * d_eps) / w.sum()
d_mu_direct = slope([chemical_potential(x.eps, kT, N) for x in near])
TdS_response = -2 / kT * np.sum(w * (ref.eps - mu) * (d_eps - d_mu))
assert abs(d_mu - d_mu_direct) < 1e-6
assert abs(dE - grad - TdS_response) < 1e-6

# Constant chemical potential, and constant occupations
open_states = [solve(R0 + d, lambda eps, C: expit((mu - eps) / kT), ref.P)
               for d in shifts]
dOmega = slope([x.E - kT * x.s - mu * 2 * x.f.sum() for x in open_states])
dN_open = slope([2 * x.f.sum() for x in open_states])
assert abs(dOmega - grad) < 1e-6


def frozen_occupations(eps, C):
    return ref.f[np.abs(ref.C.T @ ints0.S @ C).argmax(axis=0)]


frozen = [solve(R0 + d, frozen_occupations, ref.P) for d in shifts]
assert max(abs(x.s - ref.s) for x in frozen) < 1e-7
dE_frozen = slope([x.E for x in frozen])
assert abs(dE_frozen - grad) < 1e-6

# Two closed forms of the energy-weighted density
assert np.allclose(ref.P @ ref.F @ np.linalg.inv(ints0.S), W, atol=1e-7)
W_idempotent = 0.5 * ref.P @ ref.F @ ref.P
wrong_parts = gradient_parts(ref, 1, W_idempotent)
assert abs(wrong_parts.sum() - dA) > 1e-4

# Cold limit against the standard ground-state program
cold = thermal(R0, k_B * 1000.0 / HARTREE, ref.P)
ground = scf.RHF(ints0.mol)
ground.conv_tol, ground.conv_tol_grad = 1e-12, 1e-7
ground.kernel()
ground_grad = ground.nuc_grad_method().kernel()[1, 2]
assert ground.converged and abs(ground.e_tot - cold.E) < 1e-7
assert abs(ground_grad - gradient(cold)) < 1e-5

# Other temperatures
table = []
for T in (5000.0, 15000.0):
    kT_other = k_B * T / HARTREE
    center = thermal(R0, kT_other, ref.P)
    around = [thermal(R0 + d, kT_other, center.P) for d in shifts]
    slope_A = slope([x.E - kT_other * x.s for x in around])
    slope_E = slope([x.E for x in around])
    assert abs(gradient(center) - slope_A) < 1e-6
    table.append((T, -gradient(center), -slope_A, -slope_E))

# Isothermal work by Gauss-Legendre quadrature of the force
R1 = 340 * PM
nodes, weights = np.polynomial.legendre.leggauss(6)
work, P = 0.0, ref.P
for node, weight in zip(nodes, weights):
    state = thermal(0.5 * (R0 + R1) + 0.5 * (R1 - R0) * node, kT, P)
    work -= 0.5 * (R1 - R0) * weight * gradient(state)
    P = state.P
end = thermal(R1, kT, P)
change_E = end.E - ref.E
change_A = change_E - kT * (end.s - ref.s)
assert abs(work + change_A) < 1e-6
assert abs(work + change_E) > 1e-4


def show(label, value, unit, digits=6):
    print(f"{label}: {value:.{digits}f} {unit}")


print("LiNa, restricted Hartree-Fock, 6-31G; forces act on Na along +R")
show("Bond length", R0 / PM, "pm", 1)
show("Electronic temperature", T0, "K", 0)
print("Electrons:", N, " Basis functions:", len(ref.f))
show("k_B T", kT * AJ, "aJ")
show("Finite-difference step", STEP / PM, "pm", 4)
show("Chemical potential", mu * AJ, "aJ")
for i in range(homo, homo + 5):
    print(f"Orbital {i + 1}: energy {ref.eps[i] * AJ:.6f} aJ, "
          f"occupation per spin {ref.f[i]:.6f}")
show("Internal energy E", ref.E * AJ, "aJ")
show("Entropy S_el/k_B", ref.s, "(dimensionless)")
show("T S_el", kT * ref.s * AJ, "aJ")
show("Free energy A", (ref.E - kT * ref.s) * AJ, "aJ")
show("HOMO-to-LUMO transfer slope of E", E_transfer * AJ, "aJ")
show("Twice the HOMO-LUMO gap", 2 * gap * AJ, "aJ")
print(f"HOMO-to-LUMO transfer slope of A: {A_transfer * AJ:.1e} aJ")
for name, part in zip(("one-electron", "two-electron", "Pulay",
                       "nuclear repulsion"), parts):
    show("Force part, " + name, -part * NN, "nN")
show("Force from formula", -grad * NN, "nN")
show("Force from formula, converted", -grad * EV_PER_ANGSTROM, "eV/angstrom")
show("-dA/dR at fixed T,N (differences)", -dA * NN, "nN")
show("-dE/dR at fixed T,N (differences)", -dE * NN, "nN")
show("-dE/dR at fixed T,N, converted", -dE * EV_PER_ANGSTROM, "eV/angstrom")
show("T dS_el/dR (differences)", TdS * NN, "nN")
show("T dS_el/dR (response formula)", TdS_response * NN, "nN")
show("dmu/dR (response formula)", d_mu * NN, "nN")
show("dmu/dR (differences)", d_mu_direct * NN, "nN")
show("-dOmega/dR at fixed T,mu", -dOmega * NN, "nN")
show("dN/dR at fixed T,mu", dN_open / BOHR * 1e-9, "electrons/nm")
show("-dE/dR at fixed occupations", -dE_frozen * NN, "nN")
show("Pulay force part with PFP/2", -wrong_parts[2] * NN, "nN")
show("Total force with PFP/2 (incorrect)", -wrong_parts.sum() * NN, "nN")
show("Force at 1000 K from formula", -gradient(cold) * NN, "nN")
show("Ground-state force (standard program)", -ground_grad * NN, "nN")
for T, force, from_A, from_E in table:
    print(f"T = {T:.0f} K: formula {force * NN:.6f} nN, "
          f"-dA/dR {from_A * NN:.6f} nN, -dE/dR {from_E * NN:.6f} nN")
show("Final bond length of isothermal path", R1 / PM, "pm", 1)
show("Work done by the force along the path", work * AJ, "aJ")
show("-(change of A) along the path", -change_A * AJ, "aJ")
show("-(change of E) along the path", -change_E * AJ, "aJ")
print("all tests passed")
```

Printed output:

```
LiNa, restricted Hartree-Fock, 6-31G; forces act on Na along +R
Bond length: 300.0 pm
Electronic temperature: 10000 K
Electrons: 14  Basis functions: 22
k_B T: 0.138065 aJ
Finite-difference step: 1.0584 pm
Chemical potential: -0.411511 aJ
Orbital 7: energy -0.708675 aJ, occupation per spin 0.895889
Orbital 8: energy 0.010760 aJ, occupation per spin 0.044852
Orbital 9: energy 0.136780 aJ, occupation per spin 0.018501
Orbital 10: energy 0.136780 aJ, occupation per spin 0.018501
Orbital 11: energy 0.221238 aJ, occupation per spin 0.010121
Internal energy E: -737.812972 aJ
Entropy S_el/k_B: 1.678434 (dimensionless)
T S_el: 0.231733 aJ
Free energy A: -738.044705 aJ
HOMO-to-LUMO transfer slope of E: 1.438871 aJ
Twice the HOMO-LUMO gap: 1.438871 aJ
HOMO-to-LUMO transfer slope of A: 0.0e+00 aJ
Force part, one-electron: -193.760854 nN
Force part, two-electron: 107.501833 nN
Force part, Pulay: 1.879182 nN
Force part, nuclear repulsion: 84.592844 nN
Force from formula: 0.213005 nN
Force from formula, converted: 0.132947 eV/angstrom
-dA/dR at fixed T,N (differences): 0.213005 nN
-dE/dR at fixed T,N (differences): -0.506692 nN
-dE/dR at fixed T,N, converted: -0.316252 eV/angstrom
T dS_el/dR (differences): 0.719697 nN
T dS_el/dR (response formula): 0.719697 nN
dmu/dR (response formula): 0.295077 nN
dmu/dR (differences): 0.295077 nN
-dOmega/dR at fixed T,mu: 0.213005 nN
dN/dR at fixed T,mu: -0.344893 electrons/nm
-dE/dR at fixed occupations: 0.213005 nN
Pulay force part with PFP/2: 1.666488 nN
Total force with PFP/2 (incorrect): 0.000311 nN
Force at 1000 K from formula: -0.003210 nN
Ground-state force (standard program): -0.003210 nN
T = 5000 K: formula 0.006599 nN, -dA/dR 0.006599 nN, -dE/dR -0.050947 nN
T = 15000 K: formula 0.646927 nN, -dA/dR 0.646927 nN, -dE/dR -0.677005 nN
Final bond length of isothermal path: 340.0 pm
Work done by the force along the path: -0.003114 aJ
-(change of A) along the path: -0.003114 aJ
-(change of E) along the path: -0.034265 aJ
all tests passed
```
